# Transport electron-phonon coupling of copper from its resistivity slope: a numerical check

```python
"""
Result under test: transport electron-phonon coupling from a resistivity slope,
    lambda_tr = hbar * eps0 * omega_p^2 * (d rho/dT) / (2 pi kB),
    omega_p^2 = n e^2 / (eps0 m).
rho: resistivity, T: temperature, n: conduction-electron density, m: mass.
lambda_tr = N0 < (2 g^2/w) (1 - cos theta) > over the Fermi sphere, where
N0 is the density of states per spin, g the electron-phonon matrix element,
w the phonon energy and theta the scattering angle.
The tests sum golden-rule gain and loss terms for a shifted Fermi sphere.
In the test model, energies are divided by kB and thus expressed in kelvin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

hbar, kB, e = const.hbar, const.k, const.e
m, eps0 = const.m_e, const.epsilon_0


def coupling_from_slope(slope, omega_p_squared):
    return hbar * eps0 * omega_p_squared * slope / (2 * np.pi * kB)


# ---------- copper estimate ----------
slope_cu = 6.8e-11            # ohm m / K, given
lattice_constant = 0.361e-9  # m, input
density = 4 / lattice_constant**3
omega_p2 = density * e**2 / (eps0 * m)
omega_p = np.sqrt(omega_p2)
lambda_cu = coupling_from_slope(slope_cu, omega_p2)
rate_slope = eps0 * omega_p2 * slope_cu
T_room = 300.0
tau = 1 / (rate_slope * T_room)
k_F = (3 * np.pi**2 * density)**(1 / 3)
v_F = hbar * k_F / m
E_F = (hbar * k_F)**2 / (2 * m)
assert abs(lambda_cu - 0.2) < 0.01

# ---------- Drude weight from a Boltzmann integral over k ----------
half_width = 40 * kB * T_room / (hbar * v_F)
k = np.linspace(k_F - half_width, k_F + half_width, 8001)
x = ((hbar * k)**2 / (2 * m) - E_F) / (kB * T_room)
minus_df = expit(x) * expit(-x) / (kB * T_room)
integrand = k**2 * (hbar * k / m)**2 * minus_df
sigma_over_tau = e**2 / (3 * np.pi**2) * np.sum(integrand) * (k[1] - k[0])
drude_ratio = sigma_over_tau / (eps0 * omega_p2)
# the Sommerfeld correction at fixed Fermi level is of order 1e-5
assert abs(drude_ratio - 1) < 1e-4

# ---------- model coupling, not proportional to q alone ----------
cutoff = 300.0     # phonon energy at q = 2 k_F, in kelvin
strength = 0.5     # dimensionless


def phonon_energy(q):
    return cutoff * q / 2


def N0_g_squared(q):
    return strength * cutoff * q / (1 + q**2)**2


def momentum_relaxation(T):
    """hbar/(tau kB) in kelvin, from gain minus loss of a shifted sphere."""
    xt, wt = np.polynomial.legendre.leggauss(24)
    theta = np.pi * (xt + 1) / 2
    w_theta = wt * np.pi / 2 * np.sin(theta) / 2
    mu, w_mu = np.polynomial.legendre.leggauss(12)
    w_mu = w_mu / 2
    psi = 2 * np.pi * np.arange(8) / 8
    th = theta[:, None, None, None]
    mu1 = mu[None, :, None, None]
    ps = psi[None, None, :, None]
    energy = np.arange(-45, 45.01, 0.25)[None, None, None, :]  # units of T
    step = 0.25
    mu2 = (np.cos(th) * mu1
           + np.sin(th) * np.sqrt(1 - mu1**2) * np.cos(ps))
    q = 2 * np.sin(th / 2)
    y = phonon_energy(q) / T
    bose = 1 / np.expm1(y)
    shift = 1e-3
    a1 = energy - shift * mu1
    a2 = energy + y - shift * mu2
    f1, f2 = expit(-a1), expit(-a2)
    net = f1 * expit(a2) * bose - f2 * expit(a1) * (bose + 1)
    weights = (w_theta[:, None, None, None]
               * w_mu[None, :, None, None] / len(psi))
    loss = np.sum(weights * N0_g_squared(q) * net * (mu1 - mu2)) * step
    e1 = energy[0, 0, 0][None, :]
    change = expit(-(e1 - shift * mu[:, None])) - expit(-e1)
    momentum = np.sum(w_mu[:, None] * mu[:, None] * change) * step
    return 2 * np.pi * loss / momentum


def weighted_coupling(T=None):
    """Fermi-sphere average; thermal factor included when T is given."""
    def integrand_theta(theta):
        q = 2 * np.sin(theta / 2)
        w = phonon_energy(q)
        value = 2 * N0_g_squared(q) / w * (1 - np.cos(theta))
        if T is not None:
            half = w / (2 * T)
            value *= (half / np.sinh(half))**2
        return value * np.sin(theta) / 2
    return quad(integrand_theta, 1e-9, np.pi)[0]


lambda_model = weighted_coupling()
T_low, T_high = 100.0, 3000.0
low_sum = momentum_relaxation(T_low)
low_formula = 2 * np.pi * T_low * weighted_coupling(T_low)
high_sum = momentum_relaxation(T_high)
high_formula = 2 * np.pi * T_high * lambda_model
assert abs(low_sum / low_formula - 1) < 1e-4
# remaining phonon quantum correction is below (cutoff/T)^2/12
assert abs(high_sum / high_formula - 1) < 1e-3
# the thermal factor must matter at the low temperature
assert low_sum < 0.95 * 2 * np.pi * T_low * lambda_model

# ---------- recover a known coupling from a computed slope ----------
T_a, T_b = 2900.0, 3100.0
rho_a, rho_b = [momentum_relaxation(T) * kB / hbar / sigma_over_tau
                for T in (T_a, T_b)]
slope_model = (rho_b - rho_a) / (T_b - T_a)
lambda_back = coupling_from_slope(slope_model, omega_p2)
assert abs(lambda_back / lambda_model - 1) < 2e-3


# ---------- Debye correction to the high-temperature limit ----------
def debye_resistivity(t):
    """Resistivity over its high-T slope times cutoff; t = T/cutoff."""
    def weight(s):
        half = s / (2 * t)
        return 4 * s**3 * (half / np.sinh(half))**2
    return t * quad(weight, 1e-9, 1, epsabs=1e-12, epsrel=1e-12)[0]


def debye_slope(t):
    h = 1e-3 * t
    return (debye_resistivity(t + h) - debye_resistivity(t - h)) / (2 * h)


t_test = 3.0
assert abs((debye_slope(t_test) - 1) * 18 * t_test**2 - 1) < 0.02
ratio_test = debye_resistivity(t_test) / t_test
assert abs((1 - ratio_test) * 18 * t_test**2 - 1) < 0.02
slope_factor = debye_slope(1.0)
ratio_factor = debye_resistivity(1.0)
assert ratio_factor < 1 < slope_factor

mass_ratio = 1.5
lambda_heavy = coupling_from_slope(slope_cu, omega_p2 / mass_ratio)

print("COPPER ESTIMATE")
print(f"resistivity slope = {slope_cu:.2e} ohm m/K")
print(f"lattice constant = {lattice_constant*1e9:.3f} nm")
print(f"electron density = {density:.3e} m^-3")
print(f"plasma frequency squared = {omega_p2:.3e} s^-2")
print(f"plasma angular frequency = {omega_p:.3e} rad/s")
print(f"plasma energy = {hbar*omega_p/e:.2f} eV")
print(f"scattering-rate slope = {rate_slope:.3e} s^-1 K^-1")
print(f"2 pi kB/hbar = {2*np.pi*kB/hbar:.3e} s^-1 K^-1")
print(f"transport coupling = {lambda_cu:.3f} (dimensionless)")
print(f"temperature for lifetime = {T_room:.0f} K")
print(f"scattering rate = {1/tau:.3e} s^-1")
print(f"lifetime = {tau*1e15:.1f} fs")
print(f"level width hbar/tau = {hbar/tau/e*1e3:.1f} meV")
print(f"Fermi energy = {E_F/e:.2f} eV")
print(f"Fermi speed = {v_F:.3e} m/s")
print(f"mean free path = {v_F*tau*1e9:.1f} nm")
print("MODEL VARIATIONS")
print(f"Debye slope / high-T slope at T=cutoff = {slope_factor:.4f}")
print(f"Debye (rho/T) / high-T slope at T=cutoff = {ratio_factor:.4f}")
print(f"coupling after Debye slope correction = "
      f"{lambda_cu/slope_factor:.3f}")
print(f"optical mass / free mass = {mass_ratio:.1f}")
print(f"coupling with this optical mass = {lambda_heavy:.3f}")
print("TESTS")
print(f"Boltzmann / Drude weight = {drude_ratio:.6f}")
print(f"model phonon cutoff = {cutoff:.0f} K")
print(f"low test temperature = {T_low:.0f} K")
print(f"low-T hbar/(tau kB), direct sum = {low_sum:.4f} K")
print(f"low-T hbar/(tau kB), formula = {low_formula:.4f} K")
print(f"high test temperature = {T_high:.0f} K")
print(f"high-T hbar/(tau kB), direct sum = {high_sum:.3f} K")
print(f"high-T hbar/(tau kB), linear law = {high_formula:.3f} K")
print(f"model coupling from definition = {lambda_model:.5f}")
print(f"model coupling recovered from slope = {lambda_back:.5f}")
print("all tests passed")
```

Printed output:

```
COPPER ESTIMATE
resistivity slope = 6.80e-11 ohm m/K
lattice constant = 0.361 nm
electron density = 8.502e+28 m^-3
plasma frequency squared = 2.706e+32 s^-2
plasma angular frequency = 1.645e+16 rad/s
plasma energy = 10.83 eV
scattering-rate slope = 1.629e+11 s^-1 K^-1
2 pi kB/hbar = 8.226e+11 s^-1 K^-1
transport coupling = 0.198 (dimensionless)
temperature for lifetime = 300 K
scattering rate = 4.888e+13 s^-1
lifetime = 20.5 fs
level width hbar/tau = 32.2 meV
Fermi energy = 7.05 eV
Fermi speed = 1.575e+06 m/s
mean free path = 32.2 nm
MODEL VARIATIONS
Debye slope / high-T slope at T=cutoff = 1.0496
Debye (rho/T) / high-T slope at T=cutoff = 0.9465
coupling after Debye slope correction = 0.189
optical mass / free mass = 1.5
coupling with this optical mass = 0.132
TESTS
Boltzmann / Drude weight = 1.000017
model phonon cutoff = 300 K
low test temperature = 100 K
low-T hbar/(tau kB), direct sum = 91.1528 K
low-T hbar/(tau kB), formula = 91.1528 K
high test temperature = 3000 K
high-T hbar/(tau kB), direct sum = 3812.835 K
high-T hbar/(tau kB), linear law = 3814.386 K
model coupling from definition = 0.20236
model coupling recovered from slope = 0.20244
all tests passed
```
